# Muon vacuum polarization in hydrogen as a shift of proton radius: test program

```python
"""Muon-loop vacuum polarization in hydrogen versus a proton-radius change.

Result under test: at leading order in momentum transfer / muon mass, the loop
acts on atomic levels like Delta(r^2) = -2 alpha/(5 pi m_mu^2).
Symbols (hbar = c = 1): alpha fine-structure constant, m_mu muon mass,
m_r reduced mass, gamma = alpha*m_r inverse Bohr radius, q momentum transfer,
R(q) loop potential in momentum space divided by its value at q = 0.
Energies are in MeV, lengths in fm or 1/MeV. In the response functions the
mass of the loop particle is 1.
"""
import numpy as np
import sympy as sp
from sympy.physics.hydrogen import R_nl
from scipy import constants as const

pc = const.physical_constants
alpha = const.fine_structure
m_e = pc["electron mass energy equivalent in MeV"][0]
m_mu = pc["muon mass energy equivalent in MeV"][0]
m_p = pc["proton mass energy equivalent in MeV"][0]
hbar_c = const.hbar * const.c / (const.e * 1e6) * 1e15   # MeV fm
kHz_per_MeV = const.e * 1e6 / const.h / 1e3


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


# ---- static response of the filled Dirac sea --------------------------------
def pair_term(p, c, q):
    """Projector trace and trace/(pair energy); c is the cosine of angle(p,q)."""
    a, b = q**2 / 4, p * q * c
    S = 1 + p**2 + a
    P = np.sqrt(S**2 - b**2)                 # product of the two energies
    trace = (2 * a - b**2 / (S + P)) / P     # form free of cancellation
    return trace, trace / np.sqrt(2 * (S + P))


def pair_term_q2(p, c, q):
    E = np.sqrt(1 + p**2)
    return (q**2 / (2 * E**2) - (p * q * c)**2 / (2 * E**4)) / (2 * E)


def pair_term_q4(p, c, q):
    E, a, b = np.sqrt(1 + p**2), q**2 / 4, p * q * c
    return 0.5 * (-3*a**2/E**5 + 5*a*b**2/(2*E**7) - 7*b**4/(16*E**9))


# Trace from spectral projectors of explicit Dirac Hamiltonians.
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]), np.array([[1, 0], [0, -1]], complex)]
alphas = [np.kron(pauli[0], s) for s in pauli]
beta = np.kron(pauli[2], np.eye(2))


def projector(momentum, positive):
    h = beta + sum(k * A for k, A in zip(momentum, alphas))
    energies, states = np.linalg.eigh(h)
    chosen = states[:, energies > 0] if positive else states[:, energies < 0]
    return chosen @ chosen.conj().T


for p, c, q in [(0.7, 0.3, 1.1), (2.0, -0.8, 0.6), (0.2, 0.9, 3.0)]:
    vec_p = p * np.array([np.sqrt(1 - c**2), 0, c])
    half_q = np.array([0, 0, q / 2])
    direct = np.trace(projector(vec_p + half_q, True)
                      @ projector(vec_p - half_q, False)).real
    assert abs(direct - pair_term(p, c, q)[0]) < 1e-12
    small = 0.02
    remainder = (pair_term(p, c, small)[1] - pair_term_q2(p, c, small)) / small**4
    assert abs(remainder - pair_term_q4(p, c, 1.0)) < 1e-4

theta, w_theta = gauss(200, 0, np.pi / 2)
cosine, w_cosine = gauss(60, -1, 1)
p_grid = np.tan(theta)[:, None]
c_grid = cosine[None, :]
volume = (w_theta * (1 + np.tan(theta)**2) * np.tan(theta)**2)[:, None] * w_cosine


def response_R(q):
    """R(q) from the charge-subtracted response, no expansion in q."""
    diff = pair_term(p_grid, c_grid, q)[1] - pair_term_q2(p_grid, c_grid, q)
    chi = -2 * np.sum(volume * diff) / (4 * np.pi**2)
    return 60 * np.pi**2 * chi / q**4


R_zero = (4 * response_R(0.05) - response_R(0.1)) / 3
assert abs(R_zero - 1) < 1e-5

# ---- Uehling potential as a superposition of Yukawa potentials --------------
# V(r) = -(2 alpha^2/(3 pi r)) int_1^inf du exp(-2 m u r)
#        * (1 + 1/(2u^2)) sqrt(u^2-1)/u^2, evaluated with u = 1/cos(angle)
angle, w_angle = gauss(120, 0, np.pi / 2)
u = 1 / np.cos(angle)
yukawa_weight = w_angle * (1 + 0.5 / u**2) * np.sin(angle)**2 * u


def uehling_R(q):
    return 10 * np.sum(yukawa_weight / (q**2 + 4 * u**2))


for q in (0.5, 1.0, 2.0, 4.0):
    assert abs(response_R(q) - uehling_R(q)) < 1e-6

# ---- first-order level shifts from complete potentials ----------------------
x_symbol = sp.symbols("x", positive=True)
radial = {(n, l): sp.lambdify(x_symbol, R_nl(n, l, x_symbol, 1), "numpy")
          for n, l in [(1, 0), (2, 0), (3, 0), (2, 1)]}
y, w_y = np.polynomial.laguerre.laggauss(40)


def uehling_shift(n, l, m_r):
    gamma = alpha * m_r
    k = 2 * m_mu * u[:, None]
    density = gamma**3 * radial[n, l](gamma * y[None, :] / k)**2
    inner = np.sum(w_y * y * density, axis=1) / k[:, 0]**2
    return -2 * alpha**2 / (3 * np.pi) * np.sum(yukawa_weight * inner)


def sphere_shift(n, m_r, rms_fm):
    """Uniformly charged sphere minus point charge."""
    gamma = alpha * m_r
    size = np.sqrt(5 / 3) * rms_fm / hbar_c
    r, w = gauss(30, 0, size)
    dV = alpha * (1 / r - 1.5 / size + r**2 / (2 * size**3))
    return np.sum(w * r**2 * gamma**3 * radial[n, 0](gamma * r)**2 * dV)


def exponential_shift(n, m_r, rms_fm):
    """Exponential charge density minus point charge."""
    gamma = alpha * m_r
    L = np.sqrt(12) * hbar_c / rms_fm
    r = y / L
    dV_without_exp = alpha * (1 / r + L / 2)
    return np.sum(w_y / L * r**2 * gamma**3
                  * radial[n, 0](gamma * r)**2 * dV_without_exp)


# The exponential potential must solve Poisson's equation for its charge.
r_s, L_s = sp.symbols("r L", positive=True)
V_exp = -(1 - sp.exp(-L_s * r_s) * (1 + L_s * r_s / 2)) / r_s
rho_exp = L_s**3 * sp.exp(-L_s * r_s) / (8 * sp.pi)
assert sp.simplify(sp.diff(r_s * V_exp, r_s, 2) / r_s - 4*sp.pi*rho_exp) == 0
assert sp.simplify(sp.integrate(4*sp.pi*r_s**4*rho_exp, (r_s, 0, sp.oo))
                   - 12 / L_s**2) == 0

m_r = m_e * m_p / (m_e + m_p)
m_r_muonic = m_mu * m_p / (m_mu + m_p)
kappa = alpha * m_r / m_mu
rms = 0.84                                     # fm, rough reference radius
delta_r2 = -2 * alpha / (5 * np.pi) * (hbar_c / m_mu)**2


def contact_shift(n, reduced_mass):
    return -4 * alpha**5 * reduced_mass**3 / (15 * np.pi * m_mu**2 * n**3)


def radius_sensitivity(n):
    """Shift per fm^2 of squared radius, in kHz."""
    return 2 * alpha**4 * m_r**3 / (3 * n**3 * hbar_c**2) * kHz_per_MeV


inferred = {}
for n in (1, 2, 3):
    full = uehling_shift(n, 0, m_r)
    assert abs(full / contact_shift(n, m_r) - 1) < 1e-4
    sphere = sphere_shift(n, m_r, rms)
    exponential = exponential_shift(n, m_r, rms)
    assert abs(sphere * kHz_per_MeV / rms**2 / radius_sensitivity(n) - 1) < 1e-4
    assert abs(exponential / sphere - 1) < 1e-4
    inferred[n] = full / sphere * rms**2
    assert abs(inferred[n] / delta_r2 - 1) < 1e-4

p_ratio = uehling_shift(2, 1, m_r) / uehling_shift(2, 0, m_r)
assert abs(p_ratio) < 1e-8

# Finite-range effects are of order alpha in muonic hydrogen, hence 1 percent.
inferred_muonic = (uehling_shift(2, 0, m_r_muonic)
                   / sphere_shift(2, m_r_muonic, rms) * rms**2)
assert abs(inferred_muonic / delta_r2 - 1) < 1e-2

# Finite-range correction: momentum-tail integral versus full 1S expectation.
phi, w_phi = gauss(24, 0, np.pi / 2)
tail = sum(w * (1 + np.tan(f)**2) * (1 - response_R(np.tan(f))) / np.tan(f)**2
           for f, w in zip(phi, w_phi))
correction_tail = -8 * kappa / np.pi * tail
correction_full = uehling_shift(1, 0, m_r) / contact_shift(1, m_r) - 1
assert abs(correction_tail / correction_full - 1) < 5e-3

E1 = contact_shift(1, m_r) * kHz_per_MeV
E2 = contact_shift(2, m_r) * kHz_per_MeV
delta_radius = np.sqrt(rms**2 + delta_r2) - rms

print(f"inverse fine-structure constant: {1/alpha:.6f}")
print(f"electron mass: {m_e:.6f} MeV")
print(f"muon mass: {m_mu:.5f} MeV")
print(f"proton mass: {m_p:.4f} MeV")
print(f"hbar c: {hbar_c:.5f} MeV fm")
print(f"reduced mass of hydrogen: {m_r:.6f} MeV")
print(f"reduced muon Compton wavelength: {hbar_c/m_mu:.5f} fm")
print(f"Bohr radius with reduced mass: {hbar_c/(alpha*m_r):.1f} fm")
print(f"factor 2 alpha/(5 pi): {2*alpha/(5*np.pi):.5e}")
print(f"Delta(r^2), formula: {delta_r2:.6f} fm^2")
print(f"1S sensitivity to r^2: {radius_sensitivity(1):.2f} kHz/fm^2")
print(f"2S sensitivity to r^2: {radius_sensitivity(2):.2f} kHz/fm^2")
print(f"1S shift, contact formula: {E1:.4f} kHz")
print(f"2S shift, contact formula: {E2:.4f} kHz")
print(f"change of 1S-2S transition frequency: {E2-E1:+.4f} kHz")
print(f"1S shift, full Uehling: {uehling_shift(1,0,m_r)*kHz_per_MeV:.4f} kHz")
for n in (1, 2, 3):
    print(f"Delta(r^2) inferred from {n}S: {inferred[n]:.6f} fm^2")
print(f"Delta(r^2) inferred from muonic 2S: {inferred_muonic:.6f} fm^2")
print(f"ratio of 2P to 2S Uehling shifts: {p_ratio:.2e}")
print(f"reference proton radius: {rms:.2f} fm")
print(f"change of radius at that value: {delta_radius:.5f} fm")
print(f"kappa = alpha m_r/m_mu: {kappa:.4e}")
print(f"tail integral of (1-R)/x^2: {tail:.4f}")
print(f"relative 1S correction, tail integral: {correction_tail:.3e}")
print(f"relative 1S correction, full Uehling: {correction_full:.3e}")
print(f"R extrapolated to q = 0: {R_zero:.6f}")
print(f"R at q = m_mu: {response_R(1.0):.4f}")
print(f"R at q = 2 m_mu: {response_R(2.0):.4f}")
print("success")
```

Printed output:

```
inverse fine-structure constant: 137.035999
electron mass: 0.510999 MeV
muon mass: 105.65838 MeV
proton mass: 938.2721 MeV
hbar c: 197.32698 MeV fm
reduced mass of hydrogen: 0.510721 MeV
reduced muon Compton wavelength: 1.86759 fm
Bohr radius with reduced mass: 52946.5 fm
factor 2 alpha/(5 pi): 9.29128e-04
Delta(r^2), formula: -0.003241 fm^2
1S sensitivity to r^2: 1563.88 kHz/fm^2
2S sensitivity to r^2: 195.48 kHz/fm^2
1S shift, contact formula: -5.0681 kHz
2S shift, contact formula: -0.6335 kHz
change of 1S-2S transition frequency: +4.4346 kHz
1S shift, full Uehling: -5.0679 kHz
Delta(r^2) inferred from 1S: -0.003241 fm^2
Delta(r^2) inferred from 2S: -0.003241 fm^2
Delta(r^2) inferred from 3S: -0.003241 fm^2
Delta(r^2) inferred from muonic 2S: -0.003225 fm^2
ratio of 2P to 2S Uehling shifts: 6.67e-11
reference proton radius: 0.84 fm
change of radius at that value: -0.00193 fm
kappa = alpha m_r/m_mu: 3.5273e-05
tail integral of (1-R)/x^2: 0.4819
relative 1S correction, tail integral: -4.329e-05
relative 1S correction, full Uehling: -4.329e-05
R extrapolated to q = 0: 1.000000
R at q = m_mu: 0.9064
R at q = 2 m_mu: 0.7247
success
```
